# Chemical potentials and thermodynamic transition levels of defects in dielectrics: a program that tests the result

```python
"""
Result under test: two defect states with equal atom content and charges q, q'
have equal formation energies at the Fermi level
    epsilon(q/q') = [E(q) - E(q')] / (q' - q) - E_V,
whatever the atomic chemical potentials mu_A and mu_B.
E(q): relaxed total energy; E_V: valence-band edge of the host;
Fermi levels are measured from E_V. Energies are in eV, lengths in angstrom.
The host is a six-site AB ring with on-site repulsion, solved by exact
diagonalization. Each neutral atom supplies one electron.
No long-range Coulomb force is present, so no image correction is needed.
"""
from itertools import combinations
import numpy as np
from scipy.constants import k as boltzmann, e as elementary_charge
from scipy.optimize import brentq, minimize_scalar

SITE_A, SITE_B = 3.0, -3.0
HOP, VACANCY_HOP = 1.0, 1.0
REPULSION, BOND = 2.0, 1.5
COUPLING, STIFFNESS = 1.0, 4.0
TEMPERATURE = 1000.0
ACCEPTORS = 1.0e-6
MU_B_VALUES = (-5.5, -7.5)
KT = boltzmann * TEMPERATURE / elementary_charge


def spin_block(h, number):
    """Many-fermion matrix and site occupations for one spin direction."""
    size = len(h)
    states = list(combinations(range(size), number))
    index = {state: i for i, state in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    occupation = np.zeros((len(states), size))
    for column, state in enumerate(states):
        for position, old in enumerate(state):
            occupation[column, old] = 1.0
            matrix[column, column] += h[old, old]
            rest = state[:position] + state[position + 1:]
            for new in range(size):
                if new in state or h[new, old] == 0.0:
                    continue
                before = sum(site < new for site in rest)
                row = index[tuple(sorted(rest + (new,)))]
                matrix[row, column] += (-1) ** (position + before) * h[new, old]
    return matrix, occupation


def spectrum(h, n_up, n_down, repulsion=REPULSION):
    up, occ_up = spin_block(h, n_up)
    down, occ_down = spin_block(h, n_down)
    matrix = np.kron(up, np.eye(len(down))) + np.kron(np.eye(len(up)), down)
    matrix += np.diag(repulsion * (occ_up @ occ_down.T).ravel())
    return np.linalg.eigvalsh(matrix)


def ground_energy(h, electrons, repulsion=REPULSION):
    return spectrum(h, (electrons + 1) // 2, electrons // 2, repulsion)[0]


def thermal_sum(h, electrons):
    """Sum over all electronic states, relative to the ground state."""
    size = len(h)
    sectors = range(max(0, electrons - size), min(size, electrons) + 1)
    levels = np.concatenate([spectrum(h, up, electrons - up) for up in sectors])
    return np.exp(-(levels - levels.min()) / KT).sum()


host_h = np.diag([SITE_A, SITE_B] * 3)
for site in range(6):
    neighbour = (site + 1) % 6
    host_h[site, neighbour] = host_h[neighbour, site] = -HOP

# Check the many-electron solver in two independently solvable limits.
orbital_levels = np.linalg.eigvalsh(host_h)
assert abs(ground_energy(host_h, 6, 0.0) - 2 * orbital_levels[:3].sum()) < 1e-10
dimer_h = np.array([[0.0, -HOP], [-HOP, 0.0]])
dimer_exact = REPULSION / 2 - np.sqrt(REPULSION**2 / 4 + 4 * HOP**2)
assert abs(ground_energy(dimer_h, 2) - dimer_exact) < 1e-10

host_energy = ground_energy(host_h, 6) - 6 * BOND
valence_edge = ground_energy(host_h, 6) - ground_energy(host_h, 5)
conduction_edge = ground_energy(host_h, 7) - ground_energy(host_h, 6)
gap = conduction_edge - valence_edge
mu_AB = host_energy / 3


def vacancy_h(x):
    keep = [0, 2, 3, 4, 5]
    h = host_h[np.ix_(keep, keep)].copy()
    h[0, 1] = h[1, 0] = -VACANCY_HOP
    h[0, 0] -= COUPLING * x
    h[1, 1] -= COUPLING * x
    return h


def vacancy_energy(x, charge):
    return (ground_energy(vacancy_h(x), 5 - charge)
            + STIFFNESS * x**2 / 2 - 4 * BOND)


relaxed_x, vacancy, state_sum = {}, {}, {}
for charge in (1, 0, -1):
    optimum = minimize_scalar(lambda x: vacancy_energy(x, charge),
                              bounds=(-1.0, 2.0), method="bounded",
                              options={"xatol": 1e-8})
    grid_minimum = min(vacancy_energy(x, charge) for x in np.linspace(-1, 2, 61))
    assert optimum.fun <= grid_minimum + 1e-9
    relaxed_x[charge] = optimum.x
    vacancy[charge] = (optimum.fun, (3, 2), charge)
    state_sum[charge] = thermal_sum(vacancy_h(optimum.x), 5 - charge)

keep_a = [1, 2, 3, 4, 5]
a_vacancy_h = host_h[np.ix_(keep_a, keep_a)]
a_vacancy = (ground_energy(a_vacancy_h, 6) - 4 * BOND, (2, 3), -1)
a_vacancy_sum = thermal_sum(a_vacancy_h, 6)
keep_t = [0, 4, 5]
trivacancy_h = host_h[np.ix_(keep_t, keep_t)]
trivacancy = (ground_energy(trivacancy_h, 2) - 2 * BOND, (2, 1), 1)


def grand_potential(state, mu_a, mu_b, fermi):
    energy, atoms, charge = state
    return (energy - atoms[0] * mu_a - atoms[1] * mu_b
            + charge * (valence_edge + fermi))


def formation(state, mu_b, fermi, mu_a=None):
    if mu_a is None:
        mu_a = mu_AB - mu_b
    host = (host_energy, (3, 3), 0)
    return (grand_potential(state, mu_a, mu_b, fermi)
            - grand_potential(host, mu_a, mu_b, fermi))


def crossing(first, second, mu_b, mu_a=None):
    return brentq(lambda f: formation(first, mu_b, f, mu_a)
                  - formation(second, mu_b, f, mu_a), -50, 50, xtol=1e-12)


def level(first, second):
    return (first[0] - second[0]) / (second[2] - first[2]) - valence_edge


# Equal atom content: test all charge pairs, also with unrestricted mu_A.
for q1, q2 in ((1, 0), (0, -1), (1, -1)):
    predicted = level(vacancy[q1], vacancy[q2])
    for mu_b in MU_B_VALUES:
        for mu_a in (None, -3.0, 1.0):
            found = crossing(vacancy[q1], vacancy[q2], mu_b, mu_a)
            assert abs(found - predicted) < 1e-9
plus_zero = level(vacancy[1], vacancy[0])
zero_minus = level(vacancy[0], vacancy[-1])
plus_minus = level(vacancy[1], vacancy[-1])
assert 0 < plus_zero < gap and 0 < zero_minus < gap

# The crossing height follows mu_B although its position is fixed.
heights = [formation(vacancy[0], mu, plus_zero) for mu in MU_B_VALUES]
assert abs((heights[0] - heights[1])
           - (MU_B_VALUES[0] - MU_B_VALUES[1])) < 1e-9

# Unequal atom content: compare numerical slopes with the atom-count formula.
mixed = [crossing(vacancy[1], a_vacancy, mu) for mu in MU_B_VALUES]
mixed_slope = (mixed[0] - mixed[1]) / (MU_B_VALUES[0] - MU_B_VALUES[1])
atom_difference = np.subtract(vacancy[1][1], a_vacancy[1])
predicted_slope = -(atom_difference @ np.array([-1, 1])) / (-1 - 1)
assert abs(mixed_slope - predicted_slope) < 1e-9

# A difference of one AB unit is harmless only under host equilibrium.
unit = [crossing(vacancy[0], trivacancy, mu) for mu in MU_B_VALUES]
assert abs(unit[0] - unit[1]) < 1e-9
free = [crossing(vacancy[0], trivacancy, MU_B_VALUES[0], mu_a)
        for mu_a in (-3.0, -2.0)]
free_slope = free[1] - free[0]
free_predicted = -(vacancy[0][1][0] - trivacancy[1][0]) / (1 - 0)
assert abs(free_slope - free_predicted) < 1e-9

# Vertical ionization keeps the neutral geometry.
positive_unrelaxed = vacancy_energy(relaxed_x[0], 1)
vertical = vacancy[0][0] - positive_unrelaxed - valence_edge
relaxation = positive_unrelaxed - vacancy[1][0]
assert relaxation > 0 and abs(plus_zero - vertical - relaxation) < 1e-9


def log_population(charge, mu_b, fermi):
    return np.log(state_sum[charge]) - formation(vacancy[charge], mu_b, fermi) / KT


equal_population = [
    brentq(lambda f: log_population(1, mu, f) - log_population(0, mu, f), -5, 15)
    for mu in MU_B_VALUES]
# Excited electronic states give the small allowed departure from ln(1/2).
for value in equal_population:
    assert abs(value - (plus_zero + KT * np.log(1 / 2))) < 1e-4


def net_charge(fermi, mu_b):
    """Charge per B site, with one effective state per band edge."""
    defects = sum(q * np.exp(log_population(q, mu_b, fermi)) for q in (1, 0, -1))
    negative_a = a_vacancy_sum * np.exp(-formation(a_vacancy, mu_b, fermi) / KT)
    holes, electrons = np.exp(-fermi / KT), np.exp(-(gap - fermi) / KT)
    return defects - negative_a + holes - electrons - ACCEPTORS


fermi_levels = [brentq(net_charge, 0, gap, args=(mu,), xtol=1e-12)
                for mu in MU_B_VALUES]
assert abs(fermi_levels[0] - fermi_levels[1]) > 0.3
for mu, fermi in zip(MU_B_VALUES, fermi_levels):
    assert all(np.exp(log_population(q, mu, fermi)) < 1e-3 for q in (1, 0, -1))
    assert a_vacancy_sum * np.exp(-formation(a_vacancy, mu, fermi) / KT) < 1e-3

print(f"Site energies A, B: {SITE_A:.1f}, {SITE_B:.1f} eV")
print(f"Host hopping, hopping across vacancy: {HOP:.1f}, {VACANCY_HOP:.1f} eV")
print(f"On-site repulsion, bond energy: {REPULSION:.1f}, {BOND:.1f} eV")
print(f"Relaxation coupling: {COUPLING:.1f} eV/angstrom")
print(f"Relaxation stiffness: {STIFFNESS:.1f} eV/angstrom^2")
print(f"Temperature, kT: {TEMPERATURE:.0f} K, {KT:.5f} eV")
print(f"Fixed acceptors per B site: {ACCEPTORS:.1e}")
print(f"Host total energy: {host_energy:.5f} eV")
print(f"Host energy per AB unit: {mu_AB:.5f} eV")
print(f"Valence edge, conduction edge: {valence_edge:.5f}, {conduction_edge:.5f} eV")
print(f"Host gap: {gap:.5f} eV")
for charge in (1, 0, -1):
    print(f"B vacancy q={charge:+d}: energy {vacancy[charge][0]:.5f} eV, "
          f"x {relaxed_x[charge]:.4f} angstrom")
    print(f"  electronic thermal sum: {state_sum[charge]:.6f}")
print(f"A vacancy q=-1 energy: {a_vacancy[0]:.5f} eV")
print(f"B-A-B trivacancy q=+1 energy: {trivacancy[0]:.5f} eV")
print(f"Level (+/0) above valence edge: {plus_zero:.5f} eV")
print(f"Level (0/-) above valence edge: {zero_minus:.5f} eV")
print(f"Level (+/-) above valence edge: {plus_minus:.5f} eV")
print(f"Vertical 0 to + level: {vertical:.5f} eV")
print(f"Relaxation energy of + state: {relaxation:.5f} eV")
for i, mu in enumerate(MU_B_VALUES):
    print(f"Condition {i + 1}: mu_B {mu:.2f} eV, mu_A {mu_AB - mu:.5f} eV")
    print(f"  B vacancy + formation at E_F=0: {formation(vacancy[1], mu, 0):.5f} eV")
    print(f"  B vacancy 0 formation: {formation(vacancy[0], mu, 0):.5f} eV")
    print(f"  numerical (+/0) crossing: {crossing(vacancy[1], vacancy[0], mu):.5f} eV")
    print(f"  formation energy at that crossing: {heights[i]:.5f} eV")
    print(f"  B vacancy + / A vacancy - crossing: {mixed[i]:.5f} eV")
    print(f"  B vacancy 0 / trivacancy + crossing: {unit[i]:.5f} eV")
    print(f"  equal-population Fermi level: {equal_population[i]:.5f} eV")
    print(f"  equilibrium Fermi level: {fermi_levels[i]:.5f} eV")
print(f"Mixed-vacancy crossing slope with mu_B: {mixed_slope:.5f} (no unit)")
print(f"Trivacancy crossing slope with free mu_A: {free_slope:.5f} (no unit)")
print("every check passed")
```

Output:

```
Site energies A, B: 3.0, -3.0 eV
Host hopping, hopping across vacancy: 1.0, 1.0 eV
On-site repulsion, bond energy: 2.0, 1.5 eV
Relaxation coupling: 1.0 eV/angstrom
Relaxation stiffness: 4.0 eV/angstrom^2
Temperature, kT: 1000 K, 0.08617 eV
Fixed acceptors per B site: 1.0e-06
Host total energy: -23.53858 eV
Host energy per AB unit: -7.84619 eV
Valence edge, conduction edge: -1.34221, 3.34221 eV
Host gap: 4.68443 eV
B vacancy q=+1: energy -15.74341 eV, x 0.0468 angstrom
  electronic thermal sum: 1.000000
B vacancy q=+0: energy -13.63592 eV, x 0.2702 angstrom
  electronic thermal sum: 2.000000
B vacancy q=-1: energy -11.07980 eV, x 0.4876 angstrom
  electronic thermal sum: 1.000007
A vacancy q=-1 energy: -19.72520 eV
B-A-B trivacancy q=+1 energy: -7.88074 eV
Level (+/0) above valence edge: 3.44970 eV
Level (0/-) above valence edge: 3.89834 eV
Level (+/-) above valence edge: 3.67402 eV
Vertical 0 to + level: 3.35191 eV
Relaxation energy of + state: 0.09779 eV
Condition 1: mu_B -5.50 eV, mu_A -2.34619 eV
  B vacancy + formation at E_F=0: 0.95296 eV
  B vacancy 0 formation: 4.40266 eV
  numerical (+/0) crossing: 3.44970 eV
  formation energy at that crossing: 4.40266 eV
  B vacancy + / A vacancy - crossing: 0.92822 eV
  B vacancy 0 / trivacancy + crossing: 3.43322 eV
  equal-population Fermi level: 3.38997 eV
  equilibrium Fermi level: 1.18994 eV
Condition 2: mu_B -7.50 eV, mu_A -0.34619 eV
  B vacancy + formation at E_F=0: -1.04704 eV
  B vacancy 0 formation: 2.40266 eV
  numerical (+/0) crossing: 3.44970 eV
  formation energy at that crossing: 2.40266 eV
  B vacancy + / A vacancy - crossing: 2.92822 eV
  B vacancy 0 / trivacancy + crossing: 3.43322 eV
  equal-population Fermi level: 3.38997 eV
  equilibrium Fermi level: 2.23757 eV
Mixed-vacancy crossing slope with mu_B: -1.00000 (no unit)
Trivacancy crossing slope with free mu_A: -1.00000 (no unit)
every check passed
```
